# Saturation efficiency of a carrier gas crossing a sublimation bed, part 1

(Sections cited here and not found follow in the second part.)

## The exponential law and its use

A carrier gas that enters a bed of subliming solid free of vapour, and crosses it in steady isothermal plug flow, leaves with the saturation efficiency

$$E=\frac{c_{\rm out}}{c_s}=1-\exp\left(-\frac{kA}{Q}\right).$$

Here $c_{\rm out}$ is the molar concentration of precursor vapour at the outlet, $c_s$ is the concentration in equilibrium with the solid, $A$ is the exposed area of solid, $k$ is the mass-transfer coefficient and $Q$ is the volumetric gas flow at the temperature and pressure of the bed. The vapour is dilute, $k$ is the same everywhere in the bed, and the surface of the solid stays at equilibrium with the gas touching it. The efficiency measures how closely the gas approaches saturation. It is not the fraction of the solid that has been used.

The equilibrium concentration follows from the vapour pressure $p_s$ of the solid at the bed temperature $T$. For an ideal gas,

$$c_s=\frac{p_s}{RT},$$

where $R$ is the gas constant. The coefficient $k$ is defined by the local molar flux from solid to gas,

$$J=k(c_s-c).$$

A positive $J$ adds vapour to the gas. The concentration $c$ is the flow-averaged, or bulk, concentration at one cross-section: the local concentration weighted by the local velocity. With this average, the vapour carried through the cross-section per unit time is $Qc$, even when the concentration varies between the middle of a passage and its walls. The units agree, since $k$ in m/s times a concentration in mol/m³ is a flux in mol/(m² s).

The assumption that the surface is at equilibrium can be relaxed in one simple case. Suppose that the gas touching the solid has concentration $c_i$, that the net sublimation flux is $k_i(c_s-c_i)$ with a constant $k_i$, and that transfer from there to the bulk is $k_g(c_i-c)$. In steady state the two fluxes are equal to the same $J$, so $c_s-c_i=J/k_i$ and $c_i-c=J/k_g$. Adding these two differences removes $c_i$:

$$c_s-c=J\left(\frac{1}{k_i}+\frac{1}{k_g}\right),\qquad \frac{1}{k}=\frac{1}{k_i}+\frac{1}{k_g}.$$

The flux law keeps its form, with the two resistances in series. Equilibrium at the surface is the limit $k_i\gg k_g$, in which $k$ becomes $k_g$. The sum treats $k_g$ as fixed; in a real passage $k_g$ depends somewhat on the condition at the wall, and hence on $k_i$.

To obtain the efficiency, let $a$ be the area of solid that the gas has passed since the inlet, so that $a$ runs from $0$ to $A$. Consider the slice of bed between $a$ and $a+da$. Vapour enters it with the gas at the rate $Qc(a)$, leaves at the rate $Qc(a+da)$, and is supplied by the solid at the rate $J\,da$. In steady state the amount stored in the slice does not change, and therefore

$$Qc(a+da)-Qc(a)=k(c_s-c)\,da.$$

The flow $Q$ is the same on both faces because the dilute vapour adds little volume and because the temperature and pressure are taken as uniform. Dividing by $da$ and letting the slice become thin gives

$$Q\frac{dc}{da}=k(c_s-c).$$

It is convenient to follow the deficit $d=c_s-c$. Since $c_s$ is constant, $dc/da=-\,d(d)/da$; writing the derivative of the deficit as $d'$ avoids the double letter, and the balance becomes

$$d'=-\frac{k}{Q}\,d.$$

The relative decrease of the deficit per unit area is thus constant, $d'/d=-k/Q$. The left side is the derivative of $\ln d$, so integration from the inlet to the outlet gives

$$\ln\frac{c_s-c_{\rm out}}{c_s-c_{\rm in}}=-\frac{kA}{Q}.$$

Define the number of transfer units by

$$N=\frac{kA}{Q}.$$

It is dimensionless, because $kA$ and $Q$ are both volumes per unit time. Taking the exponential of the integrated balance,

$$c_s-c_{\rm out}=(c_s-c_{\rm in})e^{-N}.$$

For a clean inlet, $c_{\rm in}=0$. Division by $c_s$ then gives $1-E=e^{-N}$, which is the stated result. If the gas already carries some vapour, the quantity that obeys the same law is the fraction of the initial deficit that has been removed, $(c_{\rm out}-c_{\rm in})/(c_s-c_{\rm in})$.

The length and shape of the bed do not appear. A section crowded with fine grains and a section with few coarse ones contribute through their areas alone, provided that $k$ is the same in both. If $k$ varies with position, the same integration gives $N=(1/Q)\int_0^A k\,da$, so the product $kA$ is replaced by the integral of $k$ over the area.

Plug flow enters in two ways. All the gas is taken to pass the same sequence of areas, and transport along the bed by diffusion is neglected. The size of the neglected term can be estimated for a bed of length $L$, open cross-section $S$ and mean gas speed $\bar u=Q/S$. If the area is evenly spread, the concentration gradient at the inlet is $Nc_s/L$, and diffusion with diffusivity $D$ carries vapour at a rate of about $SDNc_s/L$. Relative to the flow scale $Qc_s$, this is

$$\frac{SDNc_s/L}{Qc_s}=\frac{ND}{\bar uL}.$$

A small ratio is enough for the efficiency to keep its plug-flow value. It matters most when $N$ is of order one; for very small or very large $N$ the efficiency changes little even when the ratio is large. For $N>1$ the remaining deficit is more sensitive: to leading order, with constant $k$ and a feed that brings no net vapour flux into the bed, diffusion along the bed raises it by the relative amount $N^2D/(\bar uL)$, which must be small when a nearly saturated gas is described by its deficit. At fixed temperature and molar flow, a lower pressure raises $D$ and $\bar u$ in the same proportion, so $D/\bar u$ does not change. At given $N$, a smaller molar flow or a shorter bed makes the ratio larger.

The molar rate of delivery is the outlet concentration times the flow:

$$\dot n=Qc_{\rm out}=Qc_s\left(1-e^{-N}\right).$$

Two limits show what controls it. When $N\ll1$, the expansion $1-e^{-N}\simeq N$ gives $\dot n\simeq kAc_s$. The gas stays nearly clean, every part of the solid sees almost the full driving force, and the rate is limited by transfer. When $N\gg1$, the exponential vanishes and $\dot n\simeq Qc_s$. The gas leaves nearly saturated, and more area brings almost no more vapour. For any positive $N$ the rate lies below both values, since $1-e^{-N}$ is smaller than $N$ and smaller than one.

The same rate can be written with a mean driving force. The deficit after area $a$ is $c_se^{-ka/Q}$, and its area average is

$$\overline{c_s-c}=\frac{1}{A}\int_0^A c_se^{-ka/Q}\,da=\frac{Q}{kA}\,c_s\left(1-e^{-N}\right)=\frac{c_{\rm out}}{N}.$$

Because $N=\ln[c_s/(c_s-c_{\rm out})]$, this is the logarithmic mean of the inlet deficit $c_s$ and the outlet deficit $c_s-c_{\rm out}$, namely their difference divided by the logarithm of their ratio. Multiplying it by $kA$ returns $\dot n$.

A numerical case with round model parameters shows the sizes involved. The carrier flow is 100 standard cm³/min, with the standard state at 273.15 K and 101325 Pa. The bed is at 400 K and 2000 Pa, the vapour pressure is 10 Pa, $k=0.02$ m/s and $A=0.01$ m².

A standard flow specifies a molar flow, and the actual volume must be found from it. Equality of the molar flows in the two states requires $PQ/(RT)=P_{\rm std}Q_{\rm std}/(RT_{\rm std})$, where $P$ is the bed pressure. Hence

$$Q=Q_{\rm std}\,\frac{P_{\rm std}}{P}\,\frac{T}{T_{\rm std}}
=\frac{100\times10^{-6}}{60}\times\frac{101325}{2000}\times\frac{400}{273.15}
=1.2365\times10^{-4}\ {\rm m^3/s}.$$

The number of transfer units and the efficiency are then

$$N=\frac{0.02\times0.01}{1.2365\times10^{-4}}=1.617,\qquad E=1-e^{-1.617}=1-0.198=0.802.$$

In this plug-flow model the gas leaves about 80% saturated. The length and cross-section of the bed and the diffusivity are not specified here, so the neglect of diffusion along the bed has to be checked separately for a real bed; a short, wide one can fall below this value. Had the standard flow been inserted without conversion, $N$ would have been 120 and the bed would have appeared to saturate the gas completely. The actual flow is about 74 times the standard value and, for the given $k$, leaves a deficit of one fifth. A coefficient controlled by gas diffusion would itself depend on pressure, so $k$ must be the value at bed conditions.

The equilibrium concentration is $c_s=10/(400R)=3.007\times10^{-3}$ mol/m³, so the delivered rate is

$$\dot n=(1.2365\times10^{-4})(3.007\times10^{-3})(0.8016)=2.98\times10^{-7}\ {\rm mol/s},$$

or 17.9 µmol/min. The saturated limit $Qc_s$ is $3.72\times10^{-7}$ mol/s, and the limit $kAc_s$ for clean gas over the whole area is $6.01\times10^{-7}$ mol/s. The mean driving force is $2.410\times10^{-3}/1.617=1.49\times10^{-3}$ mol/m³, about half of $c_s$.

The area needed for a chosen efficiency follows by solving $1-E=e^{-kA/Q}$ for $A$. Taking logarithms and changing the sign gives

$$A=\frac{Q}{k}\ln\frac{1}{1-E}.$$

In the example $Q/k=6.18\times10^{-3}$ m². An efficiency of 0.95 needs this area times $\ln20$, which is 0.0185 m². An efficiency of 0.99 needs it times $\ln100$, which is 0.0285 m². Each further tenfold reduction of the deficit costs the same additional area, $(Q/k)\ln10$.

The efficiency also changes as the bed is consumed. Differentiating $E=1-e^{-N}$ with respect to $N$ gives $e^{-N}$, so a small relative change of area, at fixed $k$ and $Q$, produces a relative change of efficiency multiplied by

$$\frac{N}{E}\frac{dE}{dN}=\frac{Ne^{-N}}{1-e^{-N}}.$$

For the example this factor is $1.617\times0.198/0.802=0.40$. A loss of 10% of the area therefore lowers the efficiency by about 4% of its value. A bed with large $N$ is much less sensitive, because the exponential suppresses the factor. The solid is not consumed evenly: the flux at the inlet is $kc_s$ and that at the outlet is $kc_se^{-N}$, so here the inlet surface recedes about five times as fast as the outlet surface, $1/0.1984=5.04$.

Raising the flow has opposite effects on efficiency and on delivery. With $k$ fixed, a larger $Q$ lowers $N$ and hence $E$. For the delivered rate, use $dN/dQ=-N/Q$ when differentiating:

$$\frac{d\dot n}{dQ}=c_s\left(1-e^{-N}\right)+Qc_se^{-N}\left(-\frac{N}{Q}\right)
=c_s\left[1-(1+N)e^{-N}\right].$$

This is positive, because $e^N>1+N$ for positive $N$. Doubling the flow in the example halves $N$ to 0.809 and lowers $E$ to 0.555, while the rate rises to $4.12\times10^{-7}$ mol/s. The gain is a factor $2\times0.555/0.802=1.38$, well short of two.

These statements hold $k$ fixed as the flow changes. If instead $k$ is proportional to $Q^m$ over the range of interest, then $N$ is proportional to $Q^{m-1}$. For $m$ between zero and one the efficiency still falls with flow, but more slowly; for $m=1$ it does not change. A coefficient found at one flow has to be examined before it is used at another.

Atomic layer deposition often draws the vapour in pulses, for which the steady result needs one addition. Suppose that the gas in the bed, of volume $V$, has stood long enough to saturate, and that the flow $Q$ of clean carrier then starts abruptly at constant pressure. In plug flow the gas already inside has no deficit and leaves at concentration $c_s$. This lasts for the transit time $V/Q$. Gas that entered after the start has crossed the whole area $A$ and leaves at $c_sE$, if $k$ has its steady value from the beginning. A pulse of duration $t_p>V/Q$ therefore delivers

$$n_p=Vc_s+\left(t_p-\frac{V}{Q}\right)Qc_sE.$$

The first term is the stored saturated gas, and the second is the steady supply. Short pulses are thus richer than the steady efficiency suggests, and the excess over $t_pQc_sE$ is $Vc_s(1-E)$.

The temperature must be that of the subliming surface. Sublimation absorbs heat, and if the surface settles uniformly at a temperature below the nominal one, its equilibrium concentration has a lower value $c_s'$. The exponential law then applies to $c_s'$. Relative to the nominal $c_s$, the apparent efficiency is $(c_s'/c_s)(1-e^{-N})$, which stays below one for any area as long as $c_s'$ stays below $c_s$. If the heat supply does not grow with the area, a plateau below nominal saturation can therefore come from cooling and need not mean that the area is too small. If the heat supply grows in proportion to the area and the surface keeps one temperature, the cooling fades as the bed is enlarged, because the heat required is limited to that needed to saturate the flow. If each part of the surface draws its heat locally, the inlet surface stays cooled however large the bed; only the cooling downstream fades, and the gas still approaches nominal saturation.

For dilute vapour in plug flow with constant $k$, the saturation efficiency is $1-e^{-kA/Q}$, and this law gives the delivered rate and the area needed for a chosen efficiency. It remains to see how the results change when plug flow, constant $k$ and dilution are each replaced by an explicit model.

Numbers in the example were calculated in double precision.
